# Polar decomposition of a two-terminal scattering matrix and its shared transmission eigenvalues: verification in Python

```python
"""
Polar decomposition of a two-terminal scattering matrix.

Result under test: a unitary S = [[r, tp], [t, rp]] can be written as
    S = diag(U1, U2) [[-R1, tau^T], [tau, R2]] diag(V1, V2),
with U1, U2, V1, V2 unitary and tau holding sqrt(T_n) on its diagonal.
R1 = sqrt(1 - tau^T tau), R2 = sqrt(1 - tau tau^T).
Consequently t t^+, tp tp^+, 1 - r r^+ and 1 - rp rp^+ have the same
nonzero eigenvalues T_n, with multiplicity.
r, rp: reflection from left, right; t, tp: transmission from left, right.
The example is a square lattice; energies are in units of the hopping J.
"""
import numpy as np
from scipy.linalg import block_diag

ENERGY = -0.8
FLUX = 0.7
LEFT_WIDTH, RIGHT_WIDTH, LENGTH = 3, 4, 3
SITE_ENERGIES = np.array([0.5, -0.3, 0.8, 0.1,
                          -0.6, 0.9, 0.2, -0.4,
                          0.7, -0.2, 0.3, -0.8])
ABSORPTION = 0.3
ABSORBING_SITE = 5


def dagger(a):
    return a.conj().T


def lead_modes(width):
    """Transverse modes, outgoing Bloch factors, open mask, velocities."""
    k = np.arange(1, width + 1)
    chi = np.sqrt(2 / (width + 1)) * np.sin(
        np.pi * np.outer(k, k) / (width + 1))
    transverse = -2 * np.cos(np.pi * k / (width + 1))
    c = (transverse - ENERGY) / 2
    is_open = np.abs(c) < 1
    root = np.sqrt(np.abs(1 - c**2))
    factor = np.where(is_open, c + 1j * root, c - np.sign(c) * root)
    return chi, factor, is_open, 2 * root


def device_hamiltonian(flux, absorption=0.0):
    h = np.diag(SITE_ENERGIES.astype(complex))
    h[ABSORBING_SITE, ABSORBING_SITE] -= 1j * absorption
    w = RIGHT_WIDTH
    for x in range(LENGTH):
        for y in range(w):
            i = x * w + y
            if y + 1 < w:
                h[i, i + 1] = h[i + 1, i] = -1
            if x + 1 < LENGTH:
                h[i, i + w] = -np.exp(1j * flux * y)
                h[i + w, i] = -np.exp(-1j * flux * y)
    return h


left = lead_modes(LEFT_WIDTH)
right = lead_modes(RIGHT_WIDTH)
n_sites = LENGTH * RIGHT_WIDTH
left_contact = np.eye(n_sites)[:, :LEFT_WIDTH]
right_contact = np.eye(n_sites)[:, n_sites - RIGHT_WIDTH:]
n_left, n_right = int(left[2].sum()), int(right[2].sum())


def wave_matching(h):
    """Solve the lattice Schroedinger equation for all incoming open modes.
    Returns the flux-normalized S and the raw amplitude matrix."""
    contact = np.hstack([left_contact, right_contact])
    chi = block_diag(left[0], right[0])
    factor = np.concatenate([left[1], right[1]])
    is_open = np.concatenate([left[2], right[2]])
    velocity = np.concatenate([left[3], right[3]])[is_open]
    matrix = np.block([
        [ENERGY * np.eye(n_sites) - h, contact @ chi],
        [contact.T, -chi / factor]])
    source = np.vstack([-contact @ chi, chi * factor])[:, is_open]
    outgoing = np.linalg.solve(matrix, source)[n_sites:]
    raw = outgoing[is_open]
    s = np.sqrt(velocity)[:, None] * raw / np.sqrt(velocity)
    return s, raw


def green_function_eigenvalues(h):
    """Transmission eigenvalues from the device Green function."""
    sigmas = []
    for contact, lead in ((left_contact, left), (right_contact, right)):
        surface = contact @ lead[0]
        sigmas.append(-(surface * lead[1]) @ surface.T)
    g = np.linalg.inv(ENERGY * np.eye(n_sites) - h - sum(sigmas))
    gamma_l, gamma_r = [1j * (s - dagger(s)) for s in sigmas]
    values = np.linalg.eigvals(gamma_l @ g @ gamma_r @ dagger(g))
    assert np.max(np.abs(values.imag)) < 1e-7
    return np.sort(values.real)[::-1]


def blocks(s, n1):
    return s[:n1, :n1], s[n1:, :n1], s[:n1, n1:], s[n1:, n1:]


def four_spectra(s, n1):
    r, t, tp, rp = blocks(s, n1)
    matrices = {"t t^+": t @ dagger(t),
                "t' t'^+": tp @ dagger(tp),
                "1 - r r^+": np.eye(n1) - r @ dagger(r),
                "1 - r' r'^+": np.eye(len(s) - n1) - rp @ dagger(rp)}
    return {name: np.linalg.eigvalsh(m)[::-1]
            for name, m in matrices.items()}


def complement(columns):
    """Orthonormal basis of the space orthogonal to the given columns."""
    size, count = columns.shape
    projector = np.eye(size) - columns @ dagger(columns)
    return np.linalg.eigh(projector)[1][:, count:]


def polar_factors(s, n1):
    r, t, tp, rp = blocks(s, n1)
    n2 = len(s) - n1
    u1, rho, v1 = np.linalg.svd(-r)
    u1, rho, v1 = u1[:, ::-1], rho[::-1], v1[::-1]
    phase = np.exp(1j * np.angle(u1[0]))
    u1, v1 = u1 / phase, phase[:, None] * v1
    transmission = 1 - rho**2
    m = int(np.sum(transmission > 1e-10))
    root = np.sqrt(transmission[:m])
    u_open = t @ dagger(v1)[:, :m] / root
    v_open = dagger(u1)[:m] @ tp / root[:, None]
    u2 = np.hstack([u_open, complement(u_open)])
    v2 = np.vstack([v_open, dagger(complement(dagger(v_open)))])
    remainder = (dagger(u2) @ rp @ dagger(v2))[m:, m:]
    u2[:, m:] = u2[:, m:] @ remainder
    tau = np.zeros((n2, n1))
    tau[np.arange(m), np.arange(m)] = root
    r2 = np.diag(np.concatenate([rho[:m], np.ones(n2 - m)]))
    core = np.block([[-np.diag(rho), tau.T], [tau, r2]])
    return u1, u2, v1, v2, core, transmission, m


def check_theorem(s, n1):
    """Check factors and shared nonzero spectra for a unitary matrix."""
    assert np.allclose(dagger(s) @ s, np.eye(len(s)), atol=1e-10)
    u1, u2, v1, v2, core, transmission, m = polar_factors(s, n1)
    for factor in (u1, u2, v1, v2):
        assert np.allclose(dagger(factor) @ factor,
                           np.eye(len(factor)), atol=1e-9)
    rebuilt = block_diag(u1, u2) @ core @ block_diag(v1, v2)
    error = np.max(np.abs(rebuilt - s))
    assert error < 1e-9
    assert m <= min(n1, len(s) - n1)
    for values in four_spectra(s, n1).values():
        assert np.sum(values > 1e-10) == m
        assert np.allclose(values[:m], transmission[:m], atol=1e-10)
        assert np.allclose(values[m:], 0, atol=1e-10)
    return error


def real_row(values):
    return " ".join(f"{round(float(x), 6) + 0.0:.6f}" for x in values)


def print_matrix(name, matrix):
    for i, row in enumerate(matrix, 1):
        text = " ".join(f"{round(z.real, 4) + 0.0:+.4f}"
                        f"{round(z.imag, 4) + 0.0:+.4f}i" for z in row)
        print(f"{name} row {i}: {text}")


# Lattice scatterer with magnetic flux
hamiltonian = device_hamiltonian(FLUX)
S, raw_S = wave_matching(hamiltonian)
unitarity_error = max(np.max(np.abs(dagger(S) @ S - np.eye(len(S)))),
                      np.max(np.abs(S @ dagger(S) - np.eye(len(S)))))
assert unitarity_error < 1e-10
rebuild_error = check_theorem(S, n_left)
U1, U2, V1, V2, core, T, M = polar_factors(S, n_left)
green_T = green_function_eigenvalues(hamiltonian)
assert np.allclose(green_T[:M], T[:M], atol=1e-8)
assert np.allclose(green_T[M:], 0, atol=1e-7)
asymmetry = np.max(np.abs(S - S.T))
assert asymmetry > 1e-3
mode_transmission = np.sum(np.abs(S[n_left:, :n_left])**2, axis=0)
assert np.all(mode_transmission <= T[0] + 1e-10)
assert np.all(mode_transmission >= T[-1] - 1e-10)

# Exchanged leads, and matrices with degenerate, closed or perfect channels
order = np.r_[n_left:len(S), 0:n_left]
check_theorem(S[np.ix_(order, order)], n_right)
check_theorem(np.eye(5, dtype=complex), 2)
check_theorem(np.eye(5, dtype=complex)[[2, 1, 0, 4, 3]], 2)
indices = np.arange(6)
fourier = np.exp(2j * np.pi * np.outer(indices, indices) / 6) / np.sqrt(6)
for size in (1, 2, 3, 4, 5):
    check_theorem(fourier, size)
rng = np.random.default_rng(4)
random_matrix = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
check_theorem(np.linalg.qr(random_matrix)[0], 4)

# Zero flux: symmetric S and V_j = U_j^T after a phase choice
S0, _ = wave_matching(device_hamiltonian(0.0))
symmetry_error = np.max(np.abs(S0 - S0.T))
assert symmetry_error < 1e-10
check_theorem(S0, n_left)
A1, A2, B1, B2, core0, T0, M0 = polar_factors(S0, n_left)
D1, D2 = B1 @ A1.conj(), B2 @ A2.conj()
for D in (D1, D2):
    assert np.allclose(D, np.diag(np.diag(D)), atol=1e-8)
phase1, phase2 = np.diag(D1), np.diag(D2)
assert np.allclose(phase1[:M0], phase2[:M0], atol=1e-8)
half1 = np.sqrt(phase1)
half2 = np.concatenate([half1[:M0], np.sqrt(phase2[M0:])])
W = block_diag(A1 * half1, A2 * half2)
symmetric_error = np.max(np.abs(W @ core0 @ W.T - S0))
assert symmetric_error < 1e-8

# The assumptions matter: absorption, and amplitudes without flux factors
S_abs, _ = wave_matching(device_hamiltonian(FLUX, ABSORPTION))
absorbing = four_spectra(S_abs, n_left)
unnormalized = four_spectra(raw_S, n_left)
for spectra in (absorbing, unnormalized):
    assert np.max(np.abs(spectra["t' t'^+"]
                         - spectra["1 - r r^+"])) > 1e-3
    assert np.max(np.abs(spectra["t t^+"][:n_left]
                         - spectra["t' t'^+"])) > 1e-4

print(f"energy E = {ENERGY} J; flux phase per plaquette = {FLUX} rad")
for x in range(LENGTH):
    print(f"site energies, column {x + 1} (J):",
          SITE_ENERGIES[x * RIGHT_WIDTH:(x + 1) * RIGHT_WIDTH])
print(f"propagating modes: left {n_left}, right {n_right}")
print("left mode velocities (J a/hbar):", real_row(left[3][left[2]]))
print("right mode velocities (J a/hbar):", real_row(right[3][right[2]]))
print_matrix("S", S)
print(f"largest unitarity error: {unitarity_error:.1e}")
for name, values in four_spectra(S, n_left).items():
    print(f"eigenvalues of {name}: {real_row(values)}")
print("Green-function transmission eigenvalues:", real_row(green_T[:M]))
print("transmission of left lead modes:", real_row(mode_transmission))
print(f"sum of transmission eigenvalues: {T.sum():.6f}")
print("sqrt(T_n):", real_row(np.sqrt(T[:M])))
print("sqrt(1-T_n):", real_row(np.sqrt(1 - T[:M])))
for name, matrix in (("U1", U1), ("V1", V1), ("U2", U2), ("V2", V2)):
    print_matrix(name, matrix)
print(f"largest error of rebuilt S: {rebuild_error:.1e}")
print(f"largest entry of |S - S^T| with flux: {asymmetry:.6f}")
print(f"largest entry of |S - S^T| at zero flux: {symmetry_error:.1e}")
print("zero-flux transmission eigenvalues:", real_row(T0))
print(f"error of symmetric form at zero flux: {symmetric_error:.1e}")
print(f"absorption: -{ABSORPTION}i J added at column 2, row 2")
for name, values in absorbing.items():
    print(f"with absorption, {name}: {real_row(values)}")
for name, values in unnormalized.items():
    print(f"without flux factors, {name}: {real_row(values)}")
print("every check passed")
```

Output:

```
energy E = -0.8 J; flux phase per plaquette = 0.7 rad
site energies, column 1 (J): [ 0.5 -0.3  0.8  0.1]
site energies, column 2 (J): [-0.6  0.9  0.2 -0.4]
site energies, column 3 (J): [ 0.7 -0.2  0.3 -0.8]
propagating modes: left 2, right 3
left mode velocities (J a/hbar): 1.903350 1.833030
right mode velocities (J a/hbar): 1.825054 1.991705 1.410383
S row 1: -0.2504-0.2875i -0.0423+0.2198i -0.2469+0.5058i -0.1424+0.3101i +0.3494-0.4993i
S row 2: +0.2011+0.0373i +0.4522-0.0226i -0.1061+0.4456i +0.0828-0.7220i +0.1044-0.0656i
S row 3: +0.3276-0.2710i +0.7041+0.2862i +0.2122-0.2399i -0.0694+0.3385i +0.1352+0.0347i
S row 4: +0.2727+0.4513i -0.1056-0.1940i +0.2625-0.2105i +0.1546+0.0129i +0.5803-0.4463i
S row 5: +0.5027-0.3182i -0.2769-0.2041i +0.2382+0.4481i +0.4015+0.2252i +0.0202+0.2402i
largest unitarity error: 8.9e-16
eigenvalues of t t^+: 0.880884 0.676826 0.000000
eigenvalues of t' t'^+: 0.880884 0.676826
eigenvalues of 1 - r r^+: 0.880884 0.676826
eigenvalues of 1 - r' r'^+: 0.880884 0.676826 0.000000
Green-function transmission eigenvalues: 0.880884 0.676826
transmission of left lead modes: 0.812829 0.744882
sum of transmission eigenvalues: 1.557711
sqrt(T_n): 0.938554 0.822695
sqrt(1-T_n): 0.345131 0.568484
U1 row 1: +0.7911+0.0000i +0.6117+0.0000i
U1 row 2: +0.5275+0.3096i -0.6823-0.4004i
V1 row 1: +0.2333+0.7823i -0.5740-0.0636i
V1 row 2: +0.5370+0.2124i +0.5723-0.5822i
U2 row 1: -0.5945-0.4678i +0.4312+0.4359i +0.2240-0.0404i
U2 row 2: +0.5217-0.0036i +0.3584+0.0145i +0.5630-0.5312i
U2 row 3: +0.0429-0.3921i +0.1978-0.6755i +0.3186+0.4975i
V2 row 1: -0.1208+0.7118i -0.3116-0.1718i +0.3315-0.4922i
V2 row 2: -0.3125-0.0452i +0.1768+0.8697i +0.2051-0.2659i
V2 row 3: +0.6157+0.0000i +0.2910+0.0344i +0.7186+0.1367i
largest error of rebuilt S: 9.0e-16
largest entry of |S - S^T| with flux: 0.966184
largest entry of |S - S^T| at zero flux: 4.9e-16
zero-flux transmission eigenvalues: 0.949497 0.597349
error of symmetric form at zero flux: 1.1e-15
absorption: -0.3i J added at column 2, row 2
with absorption, t t^+: 0.821818 0.677349 0.000000
with absorption, t' t'^+: 0.830665 0.658500
with absorption, 1 - r r^+: 0.893558 0.677383
with absorption, 1 - r' r'^+: 0.878681 0.682733 0.123514
without flux factors, t t^+: 0.953296 0.757681 0.000000
without flux factors, t' t'^+: 0.830129 0.665076
without flux factors, 1 - r r^+: 0.880740 0.677218
without flux factors, 1 - r' r'^+: 0.890917 0.638023 0.025082
every check passed
```
